**Collisional ion sheath with constant mean free path**

The program tests $J=\frac23(\frac53)^{3/2}\varepsilon_0\sqrt{2e\lambda/(\pi M)}\,V^{3/2}/s^{5/2}$, where $J$ is the ion current density, $V$ the sheath voltage, $s$ the thickness, $\lambda$ the charge-exchange mean free path, $M$ the ion mass and $e$ the elementary charge. It asserts that simulated ion flights reproduce the drift speed within 1 % and the mean crossing energy within 2 %. Direct integration of the drift and Poisson equations must return the thickness, the wall field, and the powers 3/2 and −5/2. A kinetic solution without the local-drift assumption must approach the Child law for a thin sheath and the tested law for a thick one. A further assertion requires that Boltzmann electrons at the edge cease to matter at very high voltage. For argon at 0.5 Torr, 500 K, 200 V and 0.10 mA/cm², the output gives a thickness of 3.21 mm and a mean ion energy at the wall of 17.9 eV. It also shows a kinetic current 9 % below the law at the same voltage and thickness, and a thickness between 3.17 and 3.55 mm depending on where the plasma edge is drawn.

## Numerical check

```python
# Result under test: collisional ion sheath with constant mean free path,
#   J = (2/3)(5/3)^(3/2) eps0 sqrt(2 e lam/(pi M)) V^(3/2) / s^(5/2)
# J: ion current density, V: sheath voltage, s: sheath thickness,
# lam: charge-exchange mean free path, M: ion mass, e: elementary charge.
# Ions restart from rest at each charge exchange; E is the field towards
# the wall, zero at the plasma edge x = 0. SI units inside the program.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad, cumulative_trapezoid
from scipy.optimize import brentq

e, eps0, kB = const.e, const.epsilon_0, const.k
M = 39.95 * const.atomic_mass          # argon ion
COEF = (2 / 3) * (5 / 3) ** 1.5


def drift_factor(lam):
    """k in the drift law u = k sqrt(E)."""
    return np.sqrt(2 * e * lam / (np.pi * M))


def law_current(V, s, lam):
    return COEF * eps0 * drift_factor(lam) * V ** 1.5 / s ** 2.5


def law_thickness(V, J, lam):
    return (COEF * eps0 * drift_factor(lam) * V ** 1.5 / J) ** 0.4


def child_current(V, s):
    return (4 / 9) * eps0 * np.sqrt(2 * e / M) * V ** 1.5 / s ** 2


# ---- rough typical inputs of a plasma-enhanced deposition reactor ----
p_torr, T_gas, sigma_cx = 0.5, 500.0, 6e-19
V, J, Te = 200.0, 1.0, 3.0             # V, A/m^2, electron temperature in V
gamma_se, sigma_ion = 0.1, 3e-20       # secondary yield, peak ionization
n_gas = p_torr * const.torr / (kB * T_gas)
lam = 1 / (n_gas * sigma_cx)
k = drift_factor(lam)
s = law_thickness(V, J, lam)

# ---- test: drift speed and mean energy from simulated ion flights ----
# units: acceleration eE/M = 1 and mean free path = 1
rng = np.random.default_rng(7)
dt, n_ions, n_steps = 0.01, 20000, 1500
speed = np.zeros(n_ions)
m1 = m3 = 0.0
for step in range(n_steps):
    path = (speed + dt / 2) * dt
    hit = rng.random(n_ions) < 1 - np.exp(-path)
    speed += dt
    speed[hit] = dt * rng.random(hit.sum())
    if step >= 500:
        m1 += speed.mean()
        m3 += (speed ** 3).mean()
sim_speed = m1 / (n_steps - 500)
sim_energy = 0.5 * m3 / m1             # flux-weighted, in units of e E lam
E_probe = 1e5
u_sim = sim_speed * np.sqrt(e * E_probe * lam / M)
# tolerances cover sampling noise and the finite time step
assert abs(u_sim / (k * np.sqrt(E_probe)) - 1) < 0.01
assert abs(sim_energy - 1) < 0.02


# ---- test: direct integration of the drift-Poisson equations ----
def integrated_sheath(V_wall, J_ion, mfp):
    """March from a tiny seed field until the drop reaches V_wall."""
    kk = drift_factor(mfp)

    def rhs(x, y):
        return [J_ion / (eps0 * kk * np.sqrt(y[0])), y[0]]

    def at_wall(x, y):
        return y[1] - V_wall
    at_wall.terminal = True
    sol = solve_ivp(rhs, [0, 0.5], [1.0, 0.0], events=at_wall,
                    rtol=1e-9, atol=1e-9)
    return sol.t_events[0][0], sol.y_events[0][0][0]


s_num, E_num = integrated_sheath(V, J, lam)
E_wall = 5 * V / (3 * s)
assert abs(s_num / s - 1) < 1e-4
assert abs(E_num / E_wall - 1) < 1e-4
s_V = integrated_sheath(4 * V, J, lam)[0]
s_J = integrated_sheath(V, 4 * J, lam)[0]
power_s = np.log(4) / np.log(s_J / s_num)            # J ~ s^power_s
power_V = -power_s * np.log(s_V / s_num) / np.log(4)  # J ~ V^power_V
assert abs(power_s + 2.5) < 1e-3 and abs(power_V - 1.5) < 1e-3

transit = eps0 * E_wall / J
transit_num = quad(lambda x: 1 / (k * np.sqrt(E_wall * (x / s) ** (2 / 3))),
                   0, s)[0]
assert abs(transit_num / transit - 1) < 1e-5


# ---- nonlocal kinetic sheath: ions born at rest at every depth ----
def kinetic_profile(L, N=500):
    """Scaled potential drop g(xi), xi = x/lam up to L = s/lam.
    g'' = exp(-xi)/sqrt(g) + integral exp(-(xi-z))/sqrt(g(xi)-g(z)) dz."""
    t = np.linspace(0, 1, N + 1)
    xi = L * t ** 3                    # grid graded towards the edge
    h = np.diff(xi)
    b3, b4 = np.diff(t ** 3), np.diff(t ** 4)
    below = np.tril(np.ones((N, N), dtype=bool))
    near = xi[1:, None] - xi[None, 1:]
    g = (9 / 4) ** (2 / 3) * xi ** (4 / 3)
    change = 1.0
    for _ in range(100):
        w = np.sqrt(np.clip(g[1:, None] - g[None, :], 0, None))
        far_w, near_w = w[:, :-1], w[:, 1:]
        total = np.where(below, far_w + near_w, 1.0)
        dist = near + h * (far_w + 2 * near_w) / (3 * total)
        kernel = np.where(below, 2 * h / total * np.exp(-dist), 0.0)
        dens = kernel.sum(axis=1) + np.exp(-xi[1:]) / np.sqrt(g[1:])
        first = 3 * L ** (1 / 3) * (4 / 9) ** (1 / 3)
        q = np.concatenate([[first], dens * 3 * L * t[1:] ** 2])
        field = cumulative_trapezoid(q, t, initial=0)
        slope = np.diff(field) / np.diff(t)
        cells = field[:-1] * b3 + slope * (0.75 * b4 - t[:-1] * b3)
        new = np.concatenate([[0.0], L * np.cumsum(cells)])
        change = abs(new[-1] / g[-1] - 1)
        g = (g + 2 * new) / 3
        if change < 1e-10:
            break
    assert change < 1e-8
    return xi, g


def kinetic_sheath(V_wall, thick, mfp, N=500):
    """Current density and mean wall energy (eV) without local drift."""
    xi, g = kinetic_profile(thick / mfp, N)
    G = g[-1]
    cur = eps0 * np.sqrt(2 * e / M) * (V_wall / G) ** 1.5 / mfp ** 2
    gain = np.exp(-(xi[-1] - xi)) * (G - g)
    energy = V_wall / G * (np.trapezoid(gain, xi) if hasattr(np, "trapezoid")
                           else np.trapz(gain, xi))
    energy += V_wall * np.exp(-xi[-1])
    return cur, energy


# collisionless limit
thin = 0.01 * lam
assert abs(kinetic_sheath(V, thin, lam)[0] / child_current(V, thin) - 1) < 0.02
# collisional limit: the shortfall must shrink as s/lam grows
lengths = [10, 20, 40]
shortfall = []
for L in lengths:
    cur, en = kinetic_sheath(V, L * lam, lam)
    shortfall.append(1 - cur / law_current(V, L * lam, lam))
energy_ratio_40 = en / (5 * V / (3 * 40))
assert shortfall[0] > shortfall[1] > shortfall[2] > 0
assert shortfall[2] < 0.06 and shortfall[2] < 0.5 * shortfall[0]
assert abs(energy_ratio_40 - 1) < 0.1
# grid check and the example itself
J_kin, W_kin = kinetic_sheath(V, s, lam)
J_fine = kinetic_sheath(V, s, lam, 1000)[0]
assert abs(J_fine / J_kin - 1) < 2e-3
s_kin = s
for _ in range(4):
    J_try, W_same_J = kinetic_sheath(V, s_kin, lam)
    s_kin *= (J_try / J) ** 0.4
assert abs(J_try / J - 1) < 1e-3

# ---- Boltzmann electrons at the edge, local drift kept ----
# y: field over E_star, psi: potential drop over Te
E_star = (J * Te / (k * eps0)) ** 0.4
x_star = Te / E_star


def with_electrons(psi, y):
    return [(1 / np.sqrt(y[0]) - np.exp(-psi)) / y[0], 1 / y[0]]


psi_start, psi_far = -2.0, 1e4
edge_sol = solve_ivp(with_electrons, [psi_start, psi_far + 10],
                     [np.exp(2 * psi_start), 0.0], method="Radau",
                     rtol=1e-7, atol=1e-9, dense_output=True).sol


def thickness_with_electrons(ratio, drop):
    """Edge drawn where electron/ion density equals ratio."""
    psi_edge = brentq(lambda z: np.sqrt(edge_sol(z)[0]) * np.exp(-z) - ratio,
                      psi_start, 6.0)
    return x_star * (edge_sol(psi_edge + drop)[1] - edge_sol(psi_edge)[1])


s_half = thickness_with_electrons(0.5, V / Te)
s_ninety = thickness_with_electrons(0.9, V / Te)
s_high = thickness_with_electrons(0.5, psi_far)
high_ratio = s_high / law_thickness(psi_far * Te, J, lam)
assert abs(high_ratio - 1) < 0.02      # electrons drop out at high voltage

# ---- other neglected effects ----
thermal_zone = (kB * T_gas / (e * E_wall * lam)) ** 1.5
s_low = law_thickness(V, J, 0.8 * lam)
s_up = law_thickness(V, J, 1.2 * lam)
extra_ions = gamma_se * (np.exp(n_gas * sigma_ion * s) - 1)
u_wall = k * np.sqrt(E_wall)

print(f"gas pressure (input)               {p_torr:.2f} Torr")
print(f"gas temperature (input)            {T_gas:.0f} K")
print(f"charge-exchange cross section      {sigma_cx:.1e} m^2")
print(f"sheath voltage (input)             {V:.0f} V")
print(f"ion current density (input)        {J * 0.1:.2f} mA/cm^2")
print(f"electron temperature (input)       {Te:.1f} eV")
print(f"argon ion mass                     {M:.4e} kg")
print(f"gas density                        {n_gas:.3e} m^-3")
print(f"mean free path                     {lam * 1e3:.4f} mm")
print(f"drift factor k                     {k:.3f} m/s per (V/m)^0.5")
print(f"numerical coefficient of law       {COEF:.4f}")
print(f"sheath thickness, law              {s * 1e3:.3f} mm")
print(f"sheath thickness, integrated       {s_num * 1e3:.3f} mm")
print(f"thickness / mean free path         {s / lam:.2f}")
print(f"field at wall                      {E_wall / 1e5:.3f} kV/cm")
print(f"drift speed at wall                {u_wall:.0f} m/s")
print(f"ion density at wall                {J / (e * u_wall) * 1e-6:.3e} cm^-3")
print(f"mean ion energy at wall, law       {E_wall * lam:.2f} eV")
print(f"ion transit time                   {transit * 1e6:.3f} us")
print(f"Child current, same V and s        {child_current(V, s)*.1:.3f} mA/cm^2")
print(f"fitted power of V                  {power_V:.4f}")
print(f"fitted power of s                  {power_s:.4f}")
print(f"thickness factor, V times 4        {s_V / s_num:.4f}")
print(f"thickness factor, J times 4        {s_J / s_num:.4f}")
print(f"simulated speed/(eE lam/M)^0.5     {sim_speed:.4f}")
print(f"drift law, same ratio              {np.sqrt(2 / np.pi):.4f}")
print(f"simulated crossing energy/(eE lam) {sim_energy:.3f}")
for L, d in zip(lengths, shortfall):
    print(f"kinetic current below law, s/lam={L}  {100 * d:.1f} %")
print(f"kinetic/law wall energy, s/lam=40  {energy_ratio_40:.3f}")
print(f"kinetic current, example V and s   {J_kin * 0.1:.4f} mA/cm^2")
print(f"kinetic wall energy, same V and s  {W_kin:.2f} eV")
print(f"kinetic thickness, same V and J    {s_kin * 1e3:.3f} mm")
print(f"kinetic wall energy, same V and J  {W_same_J:.2f} eV")
print(f"thickness, edge at ne/ni = 0.5     {s_half * 1e3:.3f} mm")
print(f"thickness, edge at ne/ni = 0.9     {s_ninety * 1e3:.3f} mm")
print(f"same/law, ne/ni=0.5, V/Te=10000    {high_ratio:.4f}")
print(f"gas thermal energy kT              {kB * T_gas / e:.4f} eV")
print(f"sheath part with eE lam < kT       {100 * thermal_zone:.3f} %")
print(f"thickness, mean free path -20 %    {s_low * 1e3:.3f} mm")
print(f"thickness, mean free path +20 %    {s_up * 1e3:.3f} mm")
print(f"secondary electron yield (input)   {gamma_se:.2f}")
print(f"peak ionization cross section      {sigma_ion:.1e} m^2")
print(f"extra ions per wall ion, at most   {extra_ions:.3f}")
print("all good")
```

Printed output:

```
gas pressure (input)               0.50 Torr
gas temperature (input)            500 K
charge-exchange cross section      6.0e-19 m^2
sheath voltage (input)             200 V
ion current density (input)        0.10 mA/cm^2
electron temperature (input)       3.0 eV
argon ion mass                     6.6339e-26 kg
gas density                        9.656e+21 m^-3
mean free path                     0.1726 mm
drift factor k                     16.290 m/s per (V/m)^0.5
numerical coefficient of law       1.4344
sheath thickness, law              3.213 mm
sheath thickness, integrated       3.213 mm
thickness / mean free path         18.62
field at wall                      1.037 kV/cm
drift speed at wall                5247 m/s
ion density at wall                1.190e+09 cm^-3
mean ion energy at wall, law       17.91 eV
ion transit time                   0.919 us
Child current, same V and s        0.237 mA/cm^2
fitted power of V                  1.5000
fitted power of s                  -2.5000
thickness factor, V times 4        2.2974
thickness factor, J times 4        0.5743
simulated speed/(eE lam/M)^0.5     0.7976
drift law, same ratio              0.7979
simulated crossing energy/(eE lam) 1.001
kinetic current below law, s/lam=10  14.7 %
kinetic current below law, s/lam=20  8.6 %
kinetic current below law, s/lam=40  4.8 %
kinetic/law wall energy, s/lam=40  0.962
kinetic current, example V and s   0.0909 mA/cm^2
kinetic wall energy, same V and s  16.71 eV
kinetic thickness, same V and J    3.088 mm
kinetic wall energy, same V and J  17.34 eV
thickness, edge at ne/ni = 0.5     3.168 mm
thickness, edge at ne/ni = 0.9     3.547 mm
same/law, ne/ni=0.5, V/Te=10000    0.9994
gas thermal energy kT              0.0431 eV
sheath part with eE lam < kT       0.012 %
thickness, mean free path -20 %    3.073 mm
thickness, mean free path +20 %    3.332 mm
secondary electron yield (input)   0.10
peak ionization cross section      3.0e-20 m^2
extra ions per wall ion, at most   0.154
all good
```
